\section*{Minimum Time to Sublime Thin Ice from a Patterned Wafer}

\section*{Question}

Fine structures on a wafer can be pulled together by the surface tension of a receding rinse liquid. Freezing the water and removing it as vapour avoids a liquid meniscus. Suppose that 200 nm of ice remains on the wafer at $-40\,^\circ$C. What is the shortest time in which it can sublime into vacuum, how does that time scale, and what would make the real time longer?

\section*{Answer: the kinetic limit}

Let $H$ be the ice thickness, $\rho$ its density, $T$ its absolute temperature and $m$ the mass of a water molecule. SI and process units are used, since atomic units are unnatural here. The ice is a uniform film, or fills vertical-walled gaps with a flat surface. The sublimation coefficient is one, and at first no vapour returns.

\subsection*{Saturation pressure}

Along the ice--vapour equilibrium line, the Clausius--Clapeyron equation is $dp_s/dT=L/(T\,\Delta v)$, where $L$ is the latent heat per mass and $\Delta v$ the change in volume per mass. The volume of the ice is negligible beside that of the vapour, and the vapour is nearly ideal, so $\Delta v\simeq kT/(mp_s)$. Hence
\begin{equation}
\frac{d\ln p_s}{dT}=\frac{Lm}{kT^2}.
\end{equation}
With constant $L$, integration from the triple point $(T_t,p_t)$ gives
\begin{equation}
p_s(T)=p_t\exp\left[-\frac{Lm}{k}\left(\frac1T-\frac1{T_t}\right)\right].
\end{equation}
For $L=2.84$ MJ/kg, a rough value, $Lm/k=6.15\times10^3$ K. At $T=233.15$ K the exponent is $-3.87$, so
\begin{equation}
p_s=611.7\,e^{-3.87}\ \mathrm{Pa}\simeq12.8\ \mathrm{Pa}=0.096\ \mathrm{Torr}.
\end{equation}
Integrating the full slope equation, with the ice volume and a rough temperature dependence of $L$ included, gives 12.78 Pa instead of 12.81 Pa.

\subsection*{Emission and recession}

In a vapour of number density $n$, the molecules striking unit area per unit time are those with normal velocity $v_z>0$ towards the surface, each weighted by $v_z$:
\begin{align}
J&=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_z e^{-mv_z^2/(2kT)}\,dv_z\nonumber\\
&=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=n\sqrt{\frac{kT}{2\pi m}}
=\frac{p}{\sqrt{2\pi mkT}}.
\end{align}
The last step uses $n=p/(kT)$. At equilibrium $p=p_s$, and emission balances condensation. If every arriving molecule condenses, the ice must therefore emit the flux $J$ evaluated at $p_s$. The Hertz--Knudsen estimate assumes that this emission continues unchanged when the vapour is removed.

The ice loses mass $mJ$ per area and time, so its recession speed is $v=mJ/\rho$. The minimum time is
\begin{equation}
t_{\min}=\frac Hv=\frac{\rho H}{p_s}\sqrt{\frac{2\pi kT}{m}}.
\end{equation}
The numbers are
\begin{align}
J&=5.21\times10^{23}\ \mathrm{m^{-2}s^{-1}},\nonumber\\
v&=\frac{0.01558\ \mathrm{kg\,m^{-2}s^{-1}}}{920\ \mathrm{kg\,m^{-3}}}
=16.9\ \mu\mathrm{m/s},\nonumber\\
t_{\min}&=\frac{0.200\ \mu\mathrm m}{16.9\ \mu\mathrm{m/s}}
\simeq 12\ \mathrm{ms}.
\end{align}

The same bound applies to a filled gap. Imagine the gap in equilibrium with vapour outside: the outward flux through its mouth is then $J$ per mouth area. Trace each outgoing molecule back through its wall reflections. It came either from the ice or from outside. Removing the outside vapour removes the second group and adds nothing, so the outward flux cannot exceed $J$. Vertical walls make the ice volume equal to $H$ times the mouth area, and the time is again at least $H/v$. An isolated ice island is excluded because it can also shrink from its sides. So is strongly convex ice, whose vapour pressure is raised. The argument also counts only paths through the vapour. Water adsorbed on the walls that migrates along them and desorbs from dry surfaces outside the mouth is not covered, so the bound for a gap holds only if this migration distance is small compared with the gap width.

\subsection*{Scaling}

At fixed temperature, the minimum time is proportional to $H$. For an open flat film with no returning vapour, a constant sublimation coefficient $\alpha<1$ gives emission $\alpha J$ and a time $t_{\min}/\alpha$; a coefficient of one half would double it. In a deep gap the relative delay is smaller, because the ice also reflects some of the molecules that return from the walls, giving them another chance to escape.

Temperature matters much more. Since $J\propto p_sT^{-1/2}$,
\begin{equation}
s\equiv\frac{d\ln J}{dT}=\frac{Lm}{kT^2}-\frac1{2T}
\simeq0.111\ \mathrm{K^{-1}}.
\end{equation}
Near $-40\,^\circ$C, one kelvin changes the rate by about 11 percent. For the same 200 nm, the limit is 134 ms at $-60\,^\circ$C, 38 ms at $-50\,^\circ$C, 4.1 ms at $-30\,^\circ$C and 1.5 ms at $-20\,^\circ$C.

\section*{Does the wafer stay cold enough, or warm enough?}

Sublimation draws a heat flux $q=mJL=44$ kW/m$^2$. Black surroundings at room temperature would supply only about 0.25 kW/m$^2$, so at this rate the heat comes mainly from the silicon.

Take a wafer of thickness $d$, conductivity $K$ and heat capacity per area $C$, insulated at its back. After a short transient under constant $q$, write the temperature drop at depth $z$ as $qt/C+g(z)$. The heat equation and boundary conditions require
\begin{equation}
g''=\frac{q}{Kd},\qquad g'(0)=-\frac qK,\qquad g'(d)=0.
\end{equation}
Thus $g=q(d-z)^2/(2Kd)+b$. The term $qt/C$ already contains the mean drop, so $g$ must average to zero over the thickness, which gives $b=-qd/(6K)$. At the surface,
\begin{equation}
g(0)=\frac{qd}{2K}-\frac{qd}{6K}=\frac{qd}{3K}.
\end{equation}
Averaging $qt/C$ over the drying time, with $qt_{\min}=\rho HL$, gives the mean surface drop
\begin{equation}
\overline{\Delta T}\simeq\frac{\rho HL}{2C}+\frac{qd}{3K}.
\end{equation}
For a 775 $\mu$m wafer this is
\begin{equation}
\frac{522.6}{2(1155.7)}+\frac{(44.26\times10^3)(775\times10^{-6})}{3(190)}
=0.226+0.060=0.286\ \mathrm K.
\end{equation}
The relative delay is $s\overline{\Delta T}\simeq3.2$ percent. A numerical solution of the heat equation, with the emission following the surface temperature, also gives 3.2 percent. The drop across the ice itself is only about 3 mK.

The first term of $\overline{\Delta T}$ grows with $H$. It alone would make $s\overline{\Delta T}=1$ at
\begin{equation}
H\simeq\frac{200\ \mathrm{nm}}{0.111\times0.226}\simeq8\ \mu\mathrm m .
\end{equation}
The linear estimate fails before that thickness, and an unheated wafer then controls the rate through its own cooling.

\section*{What returns to the ice?}

\subsection*{Collisions above the wafer}

At saturation, the mean free path is roughly 0.27 mm, far less than the 300 mm wafer diameter. Even with perfect pumping, collisions send some molecules back.

To estimate the return, set $m=k=T=1$ and the saturated number density to one. Let the vapour beyond the collision layer have density $n$, temperature $\Theta$ and speed $u$. Assume that returning molecules have the negative-velocity half of the drifting Maxwell distribution, with an unknown amplitude $B$. Define
\begin{equation}
\langle h\rangle_-=\int_{-\infty}^0
\frac{h(v)e^{-(v-u)^2/(2\Theta)}}{\sqrt{2\pi\Theta}}\,dv .
\end{equation}
For $r$ rotational degrees of freedom, conservation of molecules, momentum and energy gives
\begin{align}
\frac1{\sqrt{2\pi}}+B\langle v\rangle_-&=nu,\nonumber\\
\frac12+B\langle v^2\rangle_-&=n(u^2+\Theta),\nonumber\\
\frac{2+r/2}{\sqrt{2\pi}}+B\left\langle v\left(\frac{v^2}{2}+\Theta+\frac{r\Theta}{2}\right)\right\rangle_-
&=nu\left(\frac{u^2}{2}+\frac{5+r}{2}\Theta\right).
\end{align}
On the left are emitted and returning contributions; on the right is the outgoing stream. An emitted molecule carries mean translational energy 2 because fast molecules leave more often, plus rotational energy $r/2$. For free expansion I take sonic outflow, $u^2=(5+r)\Theta/(3+r)$. The three equations then fix $n$, $\Theta$ and $B$, and the net fraction is $nu\sqrt{2\pi}$.

For a monatomic vapour the fraction is 0.82, while a hard-sphere particle simulation gives 0.84. For water, with $r=3$, the balance gives 0.78; this case was not simulated, and the monatomic comparison suggests an error of a few percent. The corresponding time is $11.81/0.781\simeq15$ ms.

\subsection*{Escape from a narrow gap}

Inside a long gap of width $w=20$ nm, molecules meet walls rather than one another. Let the walls re-emit them diffusely without retaining them. The emission flux is weighted by the normal velocity, so the angle $\phi$ from the normal, projected on the cross-section, has density $\frac12\cos\phi$. A crossing displaces the molecule by $x=w\tan\phi$ along the gap, with density
\begin{equation}
\mathcal K(x)=\frac{\cos\phi}{2}\frac{d\phi}{dx}
=\frac{w^2}{2(w^2+x^2)^{3/2}}.
\end{equation}
Let $e(x)$ be the escape probability from a wall point at height $x$ above ice at depth $D$. A molecule that reaches the ice condenses and is lost to the escape. One that escapes either leaves directly or first strikes the other wall:
\begin{equation}
e(x)=\frac12\left[1-\frac{D-x}{\sqrt{(D-x)^2+w^2}}\right]
+\int_0^D\mathcal K(x-x')e(x')\,dx'.
\end{equation}
From an ice point at distance $a$ from one wall, the angles that reach height $x$ without touching that wall satisfy $\tan\phi<a/x$. They contribute $\frac12a/\sqrt{a^2+x^2}$. Adding the other wall and averaging over the ice gives the direct fraction
\begin{equation}
F(x)=\frac1w\int_0^w\frac{a\,da}{\sqrt{a^2+x^2}}
=\frac{\sqrt{w^2+x^2}-x}{w}.
\end{equation}
First wall impacts have density $-F'(x)$, so the total escape probability is
\begin{equation}
W(D)=F(D)-\int_0^D F'(x)e(x)\,dx.
\end{equation}
At $D=200$ nm, the integral equation gives $W=0.241$ and ray tracing gives 0.240. The local escape probability is higher at the centre of the gap than next to a wall (about 0.25 against 0.22 at this depth), so a real ice surface would turn concave. If it is taken to stay flat, $dD/dt=vW(D)$, and therefore
\begin{equation}
t_{\rm gap}=\frac1v\int_0^H\frac{dD}{W(D)}
=2.74\,t_{\min}\simeq32\ \mathrm{ms}.
\end{equation}
At fixed $H$, a wide gap has $W\to1$ and recovers $t_{\min}$.

A concave surface adds a smaller delay. For a half-cylinder of radius $r_c$, removing ice increases the area per length by $\pi\,dr_c$ and removes volume $\pi r_c\,dr_c$. The added area per removed volume is $1/r_c$. With surface energy $\gamma$, removing one molecule costs an extra $\gamma m/(\rho r_c)$, which lowers the equilibrium pressure by
\begin{equation}
\frac{p_{\rm curved}}{p_s}=\exp\left(-\frac{\gamma m}{\rho r_ckT}\right)\simeq0.90
\end{equation}
for $r_c=10$ nm and a rough $\gamma=0.10$ J/m$^2$. The rate falls by about 10 percent. These corrections interact, so their factors should not simply be multiplied.

\section*{Can the chamber remove the vapour?}

Consider a full ice film of area $A=0.0707$ m$^2$ on a 300 mm wafer, in a well-mixed chamber of volume $V=50$ L at $T_g=293$ K. Let the pumping speed be $S=100$ L/s. Here $n$ is the chamber vapour density, initially zero, and $c=\sqrt{kT_g/(2\pi m)}$ is the returning flux per unit density. Then
\begin{equation}
V\frac{dn}{dt}=AJ-Acn-Sn.
\end{equation}
With $G=Ac/S$ and $\tau=V/(Ac+S)$, the solution is
\begin{equation}
n=n_\infty(1-e^{-t/\tau}),\qquad
n_\infty=\frac{AJ}{S(1+G)}.
\end{equation}
The initial ice contains $AJt_{\min}$ molecules. When it has gone, they are either in the chamber or pumped away. For $t\gg\tau$,
\begin{align}
AJt_{\min}&=Vn_\infty+Sn_\infty(t-\tau),\nonumber\\
t&=t_{\min}(1+G)-\frac VS+\tau.
\end{align}
The wafer can recapture vapour at $Ac=10\,373$ L/s, so $G=103.7$. With $\tau=4.8$ ms,
\begin{equation}
t=0.01181(104.7)-0.500+0.005\simeq0.74\ \mathrm s.
\end{equation}
This is 63 times the kinetic limit. Direct integration of the chamber balance gives the same 0.74 s. Both hold the ice at $-40\,^\circ$C. Over this longer time the wafer temperature shifts by up to about half a kelvin, and the sign depends on how heat arrives. Vapour reaching the wafer at 293 K without collisions would warm it and shorten the time by several percent. At 13 Pa, however, the mean free path is far below the distance to the walls and heat arrives by conduction through the gas. With walls 1--5 cm away, this conduction and radiation together do not replace the latent heat: the wafer cools by 0.2--0.4 K and the time lengthens by 3--6 percent.

The model's steady pressure, 14.2 Pa, exceeds $p_s$ because it balances molecular fluxes between cold ice and warmer gas. In a collisional chamber, pressure would tend to equalise instead. Capping it at 12.8 Pa and using the total gas load of 1.76 Pa m$^3$ gives $1.76/(0.100\times12.8)-0.5\simeq0.9$ s. The conclusion is unchanged.

For this wafer and film, approaching the kinetic limit requires $S\gg10^4$ L/s, or a chamber large enough to store the vapour well below saturation. At 14.2 Pa, storage alone would need $1.76/14.2\simeq0.12$ m$^3$, so the volume must be much larger than 120 L.

\section*{Reading the estimate for a real process}

The film thickness, gap width, wafer and equipment values are illustrative choices; none describes a particular tool. Among the corrections estimated here, finite vapour removal is the largest: it moves the time from about 12 ms to nearly a second. The sublimation coefficient was set to one, not determined; a value of 0.01 would by itself give 1.2 s in vacuum. Ice confined to a smaller fraction of the wafer gives a smaller gas load at the same depth. Freezing, pump-down from atmospheric pressure and removal of the last adsorbed water are outside the estimate. The value of 12 ms is therefore a floor for the stated ice geometry and temperature, not a recommended process time. The numerical output lists the main inputs and the separate estimates. In addition, the mean free path uses a rough collision diameter of 0.46 nm, and the temperature drop across the ice uses a rough conductivity of 2.6 W/(m K).

\section*{Numbers as computed}
\begin{verbatim}
Ice thickness: 200 nm
Ice temperature: 233.15 K
Ice density (rough): 920 kg/m^3
Latent heat (rough): 2.84 MJ/kg
Triple point: 273.16 K, 611.7 Pa
Molecular mass: 2.9915e-26 kg
Saturation pressure: 12.81 Pa = 0.0961 Torr
Pressure from full slope equation: 12.78 Pa
Molecular flux: 5.209e+23 1/(m^2 s)
Mass flux: 0.01558 kg/(m^2 s)
Recession speed: 16.94 um/s
MINIMUM TIME: 11.81 ms = 0.01181 s
Time by independent route: 11.84 ms
Minimum time at -60 C: 134.34 ms
Minimum time at -50 C: 37.70 ms
Minimum time at -30 C: 4.07 ms
Minimum time at -20 C: 1.53 ms
Flux sensitivity: 11.11 percent/K
Silicon thickness: 775 um
Silicon density, heat capacity: 2330 kg/m^3, 640 J/(kg K)
Silicon conductivity: 190 W/(m K)
Latent heat flux: 44.26 kW/m^2
Heat to remove all ice: 522.6 J/m^2
Wafer heat capacity: 1155.7 J/(m^2 K)
Mean surface cooling, estimate: 0.286 K
Final surface cooling, simulation: 0.507 K
Cooling delay, estimate: 3.18 percent
Cooling delay, simulation: 3.18 percent
Time with wafer cooling: 12.18 ms
Temperature drop across ice: 3.40 mK
Room radiation, black surfaces: 251 W/m^2
Vapour mean free path (rough): 0.27 mm
Net flux fraction, monatomic balance: 0.816
Net flux fraction, monatomic simulation: 0.843
Net flux fraction, water balance: 0.781
Time with vapour collisions: 15.12 ms
Gap width: 20 nm; depth/width: 10.0
Escape probability from gap bottom: 0.2406
Escape probability by ray tracing: 0.2400
Gap time factor: 2.741
Time for ice in gap: 32.36 ms
Ice surface energy (rough): 0.10 J/m^2
Concave radius: 10 nm
Concave pressure factor: 0.904
Wafer area: 0.07069 m^2
Chamber volume: 50 L; gas: 293.15 K
Pump speed: 100 L/s
Wafer capture speed: 10373 L/s; ratio G: 103.7
Total gas load at room temperature: 1.760 Pa m^3
Steady chamber pressure: 14.23 Pa
Chamber filling time constant: 4.77 ms
Pump-limited time, formula: 0.741 s
Pump-limited time, simulation: 0.741 s
Pump-limited time / minimum time: 62.8
\end{verbatim}
